\section*{Choosing between tetrahedron integration and Gaussian broadening for a valley density of states}

\section{Definitions and conventions}

The band energy $E_{\mathbf k}$ is measured from the minimum of a conduction valley, and $\mathbf k$ from the position of that minimum. The valley is ellipsoidal and parabolic, with its axes along the Cartesian axes:
\begin{equation}
E_{\mathbf k}=\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2m_i},\qquad
\kappa_i(E)=\frac{\sqrt{2m_iE}}{\hbar}.
\end{equation}
The $\kappa_i$ are the semi-axes of the surface $E_{\mathbf k}=E$. With $g_v$ equivalent valleys and two spins, the number of states per volume below $E$ and the density of states (DOS) are
\begin{equation}
N(E)=w\!\int\! d^3k\,\theta(E-E_{\mathbf k}),\quad
g(E)=\frac{dN}{dE},\quad w=\frac{2g_v}{(2\pi)^3}.
\end{equation}
The ellipsoid has volume $\tfrac{4\pi}{3}\kappa_1\kappa_2\kappa_3\propto E^{3/2}$. Hence $g=3N/(2E)$, or
\begin{equation}
g(E)=\frac{g_v\,\kappa_1\kappa_2\kappa_3}{2\pi^2E}=C\sqrt E .
\end{equation}

The energies are known on a cubic mesh $k_i=(j_i+o_i)h$, with integer $j_i$, step $h$ and offset $o_i$. The offset is arbitrary because a valley minimum need not lie on a mesh point. The setting discussed here is the rule that turns these energies into $g(E)$: linear tetrahedra, which need $h$ alone, or Gaussians, which need $h$ and a standard deviation $\sigma$.

\section{What the tetrahedron setting computes}

Each mesh cube is cut into six tetrahedra. Each of them follows a path from one end of a body diagonal to the other, adding the three axes in one of the six possible orders. Inside a tetrahedron the energy is interpolated linearly from the sorted corner values $e_1\le e_2\le e_3\le e_4$. Write $e_{ij}=e_i-e_j$, and let $n(E)$ be the fraction of the volume below $E$.

For $e_1<E\le e_2$ the plane of energy $E$ cuts the three edges at corner 1 at the fractions $(E-e_1)/e_{j1}$. The corner cut off has their product as its volume fraction:
\begin{equation}
n=\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}} .
\end{equation}
For $e_2<E\le e_3$ this expression also counts a piece beyond corner 2. That piece is a tetrahedron with apex at corner 2 and edges along the extension of $1\to2$, along $2\to3$ and along $2\to4$. The full edge vectors in these directions span the same volume as those at corner 1, so the piece has the fraction $(E-e_2)^3/(e_{21}e_{32}e_{42})$, which is subtracted. Set $x=E-e_2$ and expand $(x+e_{21})^3$. The $x^3$ terms combine through
\begin{equation}
e_{32}e_{42}-e_{31}e_{41}=-e_{21}(e_{31}+e_{42}),
\end{equation}
which follows from $e_{31}=e_{32}+e_{21}$ and $e_{41}=e_{42}+e_{21}$. The factor $e_{21}$ cancels:
\begin{equation}
n=\frac{1}{e_{31}e_{41}}\Big[e_{21}^2+3e_{21}x+3x^2
-\frac{e_{31}+e_{42}}{e_{32}e_{42}}x^3\Big].
\end{equation}
This form stays finite when $e_1=e_2$. For $e_3<E<e_4$ the empty part is a corner at vertex 4:
\begin{equation}
n=1-\frac{(e_4-E)^3}{e_{41}e_{42}e_{43}} .
\end{equation}
The contributions to the DOS are the derivatives $D=dn/dE$, in the same order
\begin{align}
D&=\frac{3(E-e_1)^2}{e_{21}e_{31}e_{41}},\\
D&=\frac{1}{e_{31}e_{41}}\Big[3e_{21}+6x-\frac{3(e_{31}+e_{42})}{e_{32}e_{42}}x^2\Big],\\
D&=\frac{3(e_4-E)^2}{e_{41}e_{42}e_{43}} ,
\end{align}
and $g_{\rm tet}=w(h^3/6)\sum D$ over all tetrahedra. As a test, averages of $\cos(f\varepsilon)$, with $\varepsilon$ the interpolated energy and $f=0,\dots,6$, were computed for three tetrahedra, two of them with repeated corner energies. Volume quadrature and integration over $D$ agreed to $2\times10^{-15}$.

\section{The tetrahedron error}

\subsection{A mean upward shift of the band}

Let $u_i\in[0,1]$ be the fractional position in a cube. In the tetrahedron with $u_a\ge u_b\ge u_c$, the interpolation weights of the four corners along the path are $1-u_a$, $u_a-u_b$, $u_b-u_c$ and $u_c$. The corners at which coordinate $i$ has already been raised carry the total weight $u_i$. A function of $k_i$ alone is therefore interpolated as in one dimension. For the parabola, with $k_i=k_0+hu_i$, interpolated minus true energy is
\begin{align}
\eta_i&=\frac{\hbar^2}{2m_i}\big[(1-u_i)k_0^2+u_i(k_0+h)^2-(k_0+hu_i)^2\big]\nonumber\\
&=\frac{\hbar^2h^2}{2m_i}\,u_i(1-u_i)\ \ge 0 .
\end{align}
The total error is $\eta=\sum_i\eta_i$. Since $\int_0^1u(1-u)\,du=1/6$, its mean is
\begin{equation}
\Delta=\frac{\hbar^2h^2}{12}\sum_i\frac1{m_i}.
\end{equation}
On average the method shifts the valley up by $\Delta$. To first order in $\eta$,
\begin{equation}
N_{\rm tet}-N=-w\int d^3k\,\eta\,\delta(E-E_{\mathbf k}),
\label{eq:dN}
\end{equation}
whose mean is $-\Delta g$. With $N=2Eg/3$ the relative error of $N$ is $-3\Delta/(2E)$. The mean relative error of $g$ is $-\Delta/(2E)$, because $g(E-\Delta)\simeq g(E)[1-\Delta/(2E)]$.

\subsection{The value at one energy}

The DOS at one energy also depends on how the energy surface lies in the mesh. Scale $k_i=\kappa_iq_i$. The surface becomes the unit sphere with uniform weight, and each Cartesian component of a point spread uniformly over a sphere is itself uniformly distributed on $[-1,1]$. Equation~(\ref{eq:dN}) becomes
\begin{equation}
N_{\rm tet}-N=-\sum_i\frac{g}{2\kappa_i}\int_{-\kappa_i}^{\kappa_i}\eta_i(k)\,dk .
\end{equation}
Both $g$ and $\kappa_i$ vary as $\sqrt E$, so the prefactor is constant and the derivative acts on the limits, with $d\kappa_i/dE=\kappa_i/(2E)$:
\begin{equation}
\frac{g_{\rm tet}-g}{g}\simeq-\frac1{2E}\sum_i\frac{\eta_i(\kappa_i)+\eta_i(-\kappa_i)}2 .
\label{eq:pole}
\end{equation}
The error is set by the interpolation error at the six poles of the ellipsoid. Since $0\le u(1-u)\le1/4$, it lies at this order between zero and $3/2$ times its mean.

The next term in $g$ is $\tfrac12\,d^2/dE^2$ of $w\int\eta^2\delta(E-E_{\mathbf k})\,d^3k$. Since $\eta^2$ repeats with the mesh, it is a sum of plane waves with wave vectors $2\pi\mathbf n/h$. For the leading waves the average over the energy surface is of order $h/\kappa$ (it is the factor $\sin K/K$ derived below for the Gaussian sum), and each energy derivative multiplies it by a factor of order $\kappa/(hE)$. The term is thus of order $g\,\eta^2\kappa/(hE^2)$. With $\eta/E\sim h^2/\kappa^2$, it is smaller than (\ref{eq:pole}) by a factor of order $h/\kappa$. The law thus needs $h\ll\kappa_i$ and fails close to the band edge.

\section{What the Gaussian setting computes}

The broadened DOS is
\begin{equation}
g_{\sigma,h}(E)=wh^3\sum_{\mathbf k}G_\sigma(E-E_{\mathbf k}),\quad
G_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{equation}
Poisson summation turns the mesh sum into integrals labelled by integer vectors $\mathbf n$:
\begin{equation}
h^3\sum_{\mathbf j}F\big((\mathbf j+\mathbf o)h\big)=\sum_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf o}\int d^3k\,F(\mathbf k)\,e^{-2\pi i\mathbf n\cdot\mathbf k/h}.
\end{equation}

\paragraph{Smoothing bias.} The term $\mathbf n=0$ is the DOS smoothed on an infinitely fine mesh. Expanding $g(E-x)$ and using $\langle x^2\rangle=\sigma^2$, $\langle x^4\rangle=3\sigma^4$ gives $g+\tfrac12\sigma^2g''+\tfrac18\sigma^4g''''+\dots$. For $g=C\sqrt E$,
\begin{equation}
\frac{g_\sigma-g}{g}=-\frac{\sigma^2}{8E^2}-\frac{15\,\sigma^4}{128E^4}-\dots
\label{eq:bias}
\end{equation}
A finer mesh does not reduce this error. The expansion needs $\sigma\ll E$.

\paragraph{Mesh error.} For $\mathbf n\ne0$ the phase is averaged over the energy surface. By the same uniform distribution the average is $\tfrac12\int_{-1}^{1}e^{-iKt}dt=\sin K/K$, with
\begin{equation}
K(E)=\frac{2\pi}{h}\Big(\sum_in_i^2\kappa_i^2\Big)^{1/2}.
\end{equation}
The ratio $g/K$ does not depend on energy, so the Gaussian averages $\sin K$ alone. Linearizing $K(E+x)\simeq K+Kx/(2E)$ gives the relative error
\begin{equation}
\sum_{\mathbf n\ne0}\cos(2\pi\mathbf n\cdot\mathbf o)\,\frac{\sin K}{K}\,
\exp\Big[-\frac12\Big(\frac{\sigma K}{2E}\Big)^2\Big].
\label{eq:alias}
\end{equation}
The slowest decay belongs to the smallest semi-axis, here the transverse one, $\kappa_t$. To suppress its first term by $e^{-s^2/2}$ one needs
\begin{equation}
\sigma=\frac{s\,hE}{\pi\kappa_t}.
\label{eq:tied}
\end{equation}
Adjacent mesh planes at that pole differ in energy by about $2hE/\kappa_t$. The choice $s=3.5$, with $e^{-s^2/2}\approx0.002$, makes $\sigma$ about 0.56 of this step, so $\sigma$ need not exceed the step. The linearization of $K$ requires $s^2h/(2\pi\kappa_t)\ll1$; on coarser meshes the suppression is weaker. In the example below, at 0.10 eV and $h=0.2$ nm$^{-1}$, this ratio is 0.55 and the factor is about 0.008 instead of 0.002.

\paragraph{Order of convergence.} Inserting (\ref{eq:tied}) into (\ref{eq:bias}) gives a bias $-s^2h^2/(8\pi^2\kappa_t^2)$, also of second order in $h$. With $\hbar^2/m_i=2E/\kappa_i^2$, the mean tetrahedron error is $-(h^2/12)\sum_i\kappa_i^{-2}$. Away from the edge the tetrahedron method therefore has no advantage in order. One reservation applies: at fixed $s$ the mesh error falls only as $h$, with a small prefactor. To keep it below $h^2$ as $h\to0$, $s^2$ must grow as $2\ln(\kappa_t/h)$, and the bias then carries this logarithm.

\section{Band edge and carrier density}

At $E=0$ the true DOS vanishes. The smoothed one does not. With $t=x^2/(2\sigma^2)$,
\begin{align}
g_\sigma(0)&=\frac{C}{\sigma\sqrt{2\pi}}\int_0^\infty\!\sqrt x\,e^{-x^2/2\sigma^2}dx\nonumber\\
&=\frac{C\sqrt\sigma}{\sqrt{2\pi}}\,2^{-1/4}\,\Gamma(\tfrac34)\approx0.411\,C\sqrt\sigma .
\end{align}
States also leak into the gap. Linear tetrahedra put no states below the lowest mesh energy, which lies between zero and $\sum_i\hbar^2h^2/(8m_i)=\tfrac32\Delta$, depending on the offset.

For non-degenerate carriers the density is proportional to $\int g\,e^{-E/k_BT}dE$. Broadening replaces each level by a Gaussian, and integrating over all energies, gap included, multiplies the density by
\begin{equation}
\int G_\sigma(x)\,e^{-x/k_BT}dx=\exp\Big[\frac{\sigma^2}{2(k_BT)^2}\Big],
\label{eq:ng}
\end{equation}
whatever the band and the mesh. The tetrahedron shift multiplies it by about $e^{-\Delta/k_BT}$ when $\Delta\ll k_BT$ and the mesh resolves the thermally occupied region. If the density alone is wanted, the direct sum of $e^{-E_{\mathbf k}/k_BT}$ over mesh points has neither bias. Its summand is a Gaussian in $\mathbf k$, so its mesh error along axis $i$ is of order $\exp[-2\pi^2m_ik_BT/(\hbar^2h^2)]$.

\section{Worked example: silicon-like valleys}

Take six valleys with longitudinal mass $0.92\,m_e$ and transverse mass $0.19\,m_e$, rough values for silicon, and $\hbar^2/2m_e=0.0381$ eV\,nm$^2$. At $E=0.10$ eV the semi-axes are 1.554 and 0.7062 nm$^{-1}$, so
\begin{equation}
g=\frac{6\times1.554\times0.7062^2}{2\pi^2\times0.10}\approx2.36\ \mathrm{eV^{-1}nm^{-3}},
\end{equation}
or $2.36\times10^{21}$ eV$^{-1}$cm$^{-3}$. For $h=0.2$ nm$^{-1}$,
\begin{equation}
\Delta=\frac{0.0381\times0.04}{6}\Big(\frac1{0.92}+\frac2{0.19}\Big)\approx2.95\ \mathrm{meV}.
\end{equation}
The mean DOS error at 0.10 eV is then $-2.95/200=-1.47\,\%$. The calculation treats one valley and multiplies by six, so all valleys share one offset along their own axes; on an actual mesh their offsets can differ. For the offset $(0.31,0.17,0.42)$, longitudinal axis first, the pole law (\ref{eq:pole}) gives $-1.31\,\%$, and the tetrahedron sum gives $-1.30\,\%$.

The table lists root-mean-square (rms) errors relative to the parabolic DOS, at 21 energies from 0.08 to 0.12 eV and with this offset held fixed. In the last column $\sigma$ follows (\ref{eq:tied}) with $s=3.5$ and $E=0.10$ eV, and falls from 63 to 7.9 meV.

\begin{center}
\begin{tabular}{ccccc}
$h$ (nm$^{-1}$) & tetrahedra & 20 meV & 5 meV & tied $\sigma$\\
0.4 & 5.70\,\% & 3.97\,\% & 12.3\,\% & 6.42\,\%\\
0.2 & 1.49\,\% & 0.57\,\% & 1.34\,\% & 1.56\,\%\\
0.1 & 0.37\,\% & 0.57\,\% & 1.11\,\% & 0.34\,\%\\
0.05 & 0.095\,\% & 0.57\,\% & 0.065\,\% & 0.085\,\%
\end{tabular}
\end{center}

From $h=0.2$ to 0.05 nm$^{-1}$ the observed orders are 1.98 for tetrahedra and 2.10 for the tied Gaussian. The two stay close throughout. The rms deviation from the pole law falls from 4.8\,\% to 1.0\,\% of the tetrahedron error over the same range, as expected for a remainder of relative order $h/\kappa$. These sizes belong to this offset; over random offsets they are about 8\,\% and 2\,\%.

The 20 meV column stops improving at its smoothing bias. That it does so already at $h=0.2$ nm$^{-1}$ is owed to the offset: over random offsets its rms error is about 0.9\,\% there and about 8\,\% at $h=0.4$ nm$^{-1}$, and (\ref{eq:tied}) with $s=3.5$ asks for $h\le0.13$ nm$^{-1}$ at this width. At 0.10 eV the leading term is $-0.02^2/(8\times0.10^2)=-0.50\,\%$, the next adds $-0.02\,\%$, and quadrature gives $-0.52\,\%$.

The 5 meV entry at $h=0.2$ nm$^{-1}$ looks good by accident. Over 40 random offsets of that mesh the rms error is 7.9\,\% for the 5 meV Gaussian and 1.55\,\% for tetrahedra, and the Gaussian was better for none of the 40. For the tabulated offset, (\ref{eq:alias}) together with the bias reproduces the small error to within 5.6\,\% of its size. The smallness is thus a cancellation among mesh terms, not convergence.

At the band edge the 20 meV Gaussian gives 0.433 eV$^{-1}$nm$^{-3}$ instead of zero. The tetrahedron DOS at $h=0.2$ nm$^{-1}$ starts 1.8 meV too high. At 300 K, where $k_BT=25.85$ meV, the same mesh gives these carrier densities relative to the correct Boltzmann value:
\begin{itemize}
\item tetrahedra: 0.893, against $e^{-2.95/25.85}=0.892$;
\item 20 meV Gaussian: 1.349, as (\ref{eq:ng}) predicts;
\item direct Boltzmann sum: 1, to about $10^{-14}$.
\end{itemize}
A width that costs half a per cent in the DOS at 0.10 eV thus costs 35\,\% in the density when the states leaked into the gap are counted. If the broadened DOS is integrated only upward from the true band edge, (\ref{eq:ng}) does not apply; on a fine mesh the factor is then about 0.975 at 300 K, a partial cancellation that depends on $\sigma/k_BT$. At 77 K the formulas give factors of 0.64 and 94. The first is a rough estimate, since $\Delta/k_BT$ is then 0.44.

\section{Choosing the setting}

These rules hold for a parabolic valley on a Cartesian mesh, with $\epsilon$ the accepted relative error.

\begin{itemize}
\item \emph{DOS at a given energy, tetrahedra.} Require $\Delta\le2\epsilon E$ for the mean error, and, at leading order in $h$, two thirds of that for the least favourable offset; the next order can exceed this bound by a few per cent of $\epsilon$. For 1\,\% at 0.10 eV the mean criterion is $\Delta=2$ meV, or $h=0.2\sqrt{2/2.95}\approx0.16$ nm$^{-1}$.
\item \emph{DOS at a given energy, Gaussians.} Choose $\sigma\le E\sqrt{8\epsilon}$ first, then $h\le\pi\kappa_t\sigma/(sE)$. For 1\,\% at 0.10 eV this means 28 meV and about 0.18 nm$^{-1}$, a similar cost. The rule counts only the leading bias; with the next term and the mesh error the total is about 1.1\,\% on average over offsets, so a strict limit needs a slightly smaller $\sigma$ and $h$. Refining $h$ at fixed $\sigma$ converges to the smoothed DOS. Reducing $\sigma$ at fixed $h$ brings in mesh noise.
\item \emph{Carrier density from a stored DOS.} Tetrahedra need $\Delta\le\epsilon k_BT$. For 1\,\% at 300 K this is 0.26 meV, or $h\approx0.06$ nm$^{-1}$, about 195 steps per $2\pi/a$ with $a\approx0.543$ nm. Gaussians, integrated over all energies with the gap included, need $\sigma\le k_BT\sqrt{2\epsilon}\approx3.7$ meV. The direct sum avoids both limits.
\item \emph{Checking convergence.} Change the mesh offset as well as $h$. One offset can hide the error of a narrow Gaussian.
\end{itemize}

If the program's mesh follows primitive reciprocal vectors, its cells are not aligned with the valley axes. Linear interpolation of a smooth band still errs by order $h^2$, but the factor $1/12$ and the pole law were derived for the aligned cubic mesh.

\section{The model beside real silicon}

The percentages above measure numerical error within the parabolic model, not distance from real silicon. With a rough nonparabolicity $\alpha=0.5$ eV$^{-1}$, defined by $E(1+\alpha E)=\sum_i\hbar^2k_i^2/2m_i$, the DOS at 0.10 eV rises by the factor $\sqrt{1+\alpha E}\,(1+2\alpha E)=1.127$ and the 300 K density by 1.049. The first correction exceeds every tetrahedron error in the table. If the minimum lies $0.15\times2\pi/a$ from the X point, the parabolic valley reaches X at 0.125 eV, just above the window used, and a full band is needed beyond. Boltzmann statistics fail in heavily doped regions: with the Fermi level at the band edge the density is $2.1\times10^{19}$ cm$^{-3}$, 0.765 of the Boltzmann value. A thin channel breaks the bulk assumption itself. In a 5 nm (100) film with hard walls, the two valleys whose long axis lies along the normal have their first level 16 meV above the bulk edge, or 0.63 $k_BT$ at 300 K. The other four are quantized with the transverse mass and start at 79 meV. In (110) and (111) films the lowest levels lie at 48 and 58 meV. The DOS becomes that of two-dimensional subbands. The numerical output below gives the values in full.

\section*{Calculated quantities}
\begin{verbatim}
masses (longitudinal, transverse): 0.92, 0.19 m_e
valleys: 6; hbar^2/(2 m_e) = 0.038100 eV nm^2
mesh offsets / h: 0.31, 0.17, 0.42
DOS prefactor C = 7.4488 eV^-1.5 nm^-3
exact DOS at 0.10 eV = 2.3555 /(eV nm^3) = 2.356e+21 /(eV cm^3)
semi-axes at 0.10 eV: long 1.5539, trans 0.7062 1/nm
one-tetrahedron quadrature mismatch: 2.1e-15
window: 0.08 to 0.12 eV, 21 energies
h = 0.4 1/nm: steps per 2pi/a = 28.9, shift Delta = 11.799 meV
  rms DOS error: tetrahedron 5.699 %, Gauss 20 meV 3.966 %
  rms DOS error: Gauss 5 meV 12.263 %, tied 6.423 % (sigma 63.10 meV)
  tetrahedron at 0.10 eV: -5.6128 %, pole law -6.1065 %, mean law -5.8995 %
h = 0.2 1/nm: steps per 2pi/a = 57.9, shift Delta = 2.950 meV
  rms DOS error: tetrahedron 1.487 %, Gauss 20 meV 0.571 %
  rms DOS error: Gauss 5 meV 1.338 %, tied 1.556 % (sigma 31.55 meV)
  tetrahedron at 0.10 eV: -1.2967 %, pole law -1.3075 %, mean law -1.4749 %
h = 0.1 1/nm: steps per 2pi/a = 115.7, shift Delta = 0.737 meV
  rms DOS error: tetrahedron 0.372 %, Gauss 20 meV 0.567 %
  rms DOS error: Gauss 5 meV 1.106 %, tied 0.344 % (sigma 15.78 meV)
  tetrahedron at 0.10 eV: -0.4149 %, pole law -0.4096 %, mean law -0.3687 %
h = 0.05 1/nm: steps per 2pi/a = 231.4, shift Delta = 0.184 meV
  rms DOS error: tetrahedron 0.095 %, Gauss 20 meV 0.567 %
  rms DOS error: Gauss 5 meV 0.065 %, tied 0.085 % (sigma 7.89 meV)
  tetrahedron at 0.10 eV: -0.1008 %, pole law -0.0995 %, mean law -0.0922 %
order from h=0.2 to 0.05: tetrahedron 1.98, tied Gaussian 2.10; safety s = 3.5
40 random offsets, h=0.2, rms DOS error: tetrahedron 1.550 %, Gauss 5 meV 7.890 %
offsets where the 5 meV Gaussian has the smaller rms error: 0 of 40
pole-law rms mismatch: h=0.2 4.8 %, h=0.05 1.0 % of error
mean-law rms mismatch at h=0.05: 8.2 % of error
N error at 0.10 eV, h=0.05: -0.2767 %, law -0.2765 %
20 meV bias at 0.10 eV: quadrature -0.5212 %, leading law -0.5000 %
alias-law rms mismatch, 5 meV, h=0.2: 5.6 % of error
20 meV Gaussian DOS at edge: mesh 0.4330, law 0.4330 /(eV nm^3)
tetrahedron threshold at h=0.2: 1.806 meV
kT at 300 K = 25.852 meV; exact Nc = 2.7439e+19 /cm^3
density ratio, tetrahedron h=0.2: 0.8926, shift law 0.8922
density ratio, Gauss 20 meV h=0.2: 1.3489, law 1.3489
density ratio minus 1, direct sum h=0.2: -1.3e-14
77 K laws: tetrahedron 0.641, Gaussian 93.9 (kT 6.635 meV)
nonparabolicity 0.5/eV: DOS factor at 0.10 eV 1.1272, density factor at 300 K 1.0490
parabolic valley reaches X at 0.125 eV (a = 0.543 nm, distance 0.15 x 2pi/a)
Fermi level at edge: Fermi/Boltzmann density = 0.7651, n = 2.099e+19 /cm^3
hard-wall 5 nm film, longitudinal mass: first level 16.35 meV
\end{verbatim}
